# Tin whisker growth speed from radial grain-boundary diffusion

## A narrow ring first

A whisker of circular cross-section, radius $a$, stands on a flat grain boundary in a tin film. Suppose that the compressive stress $p$ across this boundary falls from $p_0$ to zero within a narrow ring of width $\ell\ll a$ around the root. The ring is then almost a straight strip of length $2\pi a$, and the stress gradient in it is $p_0/\ell$. If the boundary carries a volume $K\,dp/dr$ of tin per unit time and unit length of circle, the root receives the volume $2\pi a K p_0/\ell$ per unit time. A whisker lengthening at speed $v$ needs $\pi a^2 v$. Hence

$$v=\frac{2Kp_0}{a\,\ell}.$$

One factor $1/a$ comes from the ratio of rim length to cross-section. In a wide annulus the gradient at the rim itself scales as $1/a$, apart from a logarithm, and this supplies the second factor. It remains to find $K$ and the stress profile.

## Conventions and transport law

The stress $p$ is the compressive normal stress on the boundary, positive in compression, so it is minus the usual tensile normal stress. The boundary has width $\delta$, and $r$ is the distance from the whisker axis. Temperature is uniform. The atomic volume is $\Omega$, the thermal energy is $kT$, and $D$ is the grain-boundary self-diffusion coefficient.

Adding one atom to the boundary moves the adjoining grains apart and creates the volume $\Omega$ against the normal stress. The work is $p\Omega$, so the chemical potential is

$$\mu=\mu_0+p\Omega.$$

The elastic energy stored per atom is of order $p^2\Omega/E$, with $E$ the Young modulus. It is smaller than $p\Omega$ by a factor of order $p/E$ and is dropped.

An atom feels the force $F=-d\mu/dr$. To find its drift velocity, let it hop a distance $\Delta$ with rate $k_+$ along the force and $k_-$ against it. Detailed balance requires $k_+/k_-=\exp(F\Delta/kT)$. The drift velocity is $u=\Delta(k_+-k_-)$, and the spreading of many such walks defines $D=\Delta^2(k_++k_-)/2$. Therefore

$$\frac{u}{D}=\frac{2}{\Delta}\,\frac{k_+-k_-}{k_++k_-}=\frac{2}{\Delta}\tanh\frac{F\Delta}{2kT}\simeq\frac{F}{kT},$$

where the last form holds for $F\Delta\ll kT$. A numerical hopping calculation with $F\Delta/kT=0.05$ gives 0.99979 times the limiting mobility $D/kT$. The expansion of the hyperbolic tangent predicts the relative deficit $0.05^2/12=0.00021$.

With $1/\Omega$ atoms per unit volume, the outward atomic flux is

$$J=\frac{u}{\Omega}=-\frac{D}{\Omega kT}\frac{d\mu}{dr}=-\frac{D}{kT}\frac{dp}{dr}.$$

Since $p$ increases outwards, $J$ is negative: atoms move inwards, towards lower compression. Multiplying $-J$ by $\Omega$ converts atoms to volume, and multiplying by $\delta$ converts flow per area to flow per length of circle. The inward volume flow per length is thus $K\,dp/dr$ with

$$K=\frac{\delta D\Omega}{kT}.$$

## The annulus and the growth speed

Let the stress be maintained at $p_0$ on a circle of radius $b$, and let it vanish at the rim $r=a$. Between these circles atoms are neither inserted nor removed. In steady state the inward volume flow

$$Q=2\pi rK\frac{dp}{dr}$$

is therefore the same through every circle. Dividing by $2\pi Kr$ and integrating from the rim, where $p=0$, gives

$$p(r)=\frac{Q}{2\pi K}\ln\frac{r}{a}.$$

The condition $p(b)=p_0$ fixes the flow, and with it the profile:

$$Q=\frac{2\pi Kp_0}{\ln(b/a)},\qquad p(r)=p_0\frac{\ln(r/a)}{\ln(b/a)}.$$

Half of the stress drop lies inside $r=\sqrt{ab}$, because there $\ln(r/a)$ is half of $\ln(b/a)$. The region near the root thus supplies much of the resistance.

Volume conservation at the root, $\pi a^2v=Q$, gives

$$\boxed{v=\frac{2Kp_0}{a^2\ln(b/a)}=\frac{2\delta D\Omega p_0}{kT\,a^2\ln(b/a)}}$$

For $b=a+\ell$ with $\ell\ll a$, $\ln(b/a)\simeq\ell/a$, and the narrow-ring result returns. At fixed $a$ and $p_0$, enlarging $b$ lowers the speed, but only through the logarithm.

The dependence on $a$ is a pure inverse square when $b/a$ is held fixed. When $b$ is held fixed instead,

$$\frac{d\ln v}{d\ln a}=-2-\frac{d}{d\ln a}\ln(\ln b-\ln a)=-2+\frac{1}{\ln(b/a)}.$$

A power law fitted to whiskers of different radius but equal $b$ and equal maintained stress $p_0$ would therefore show an exponent weaker than $-2$ when $b\gg a$. In the boxed formula the exponent even becomes positive when $\ln(b/a)<1/2$, where the supply ring is so close that widening the root shortens the path appreciably. The resistance under a rigid root, treated next, moves this change of sign to $\ln(b/a)=1/4$.

## What a stress-free root requires

Setting $p(a)=0$ delivers all atoms to the rim. A whisker that rises without changing shape needs them spread evenly over its base. The boxed formula assumes that this spreading meets no resistance.

Suppose instead that the base is part of the same grain boundary, with the same $K$, and that the whisker rises as a rigid body. The flow entering a circle of radius $r<a$ must supply the growth above that circle:

$$2\pi rK\frac{dp}{dr}=\pi r^2v,\qquad\text{so}\qquad p(r)=p_c+\frac{vr^2}{4K},$$

where $p_c$ is the stress at the centre. If no external force acts on the whisker, the mean stress over the base vanishes:

$$0=\frac{2}{a^2}\int_0^a p(r)\,r\,dr=p_c+\frac{va^2}{8K}.$$

Thus $p_c=-va^2/8K$, which is tension, while the rim stress is $p(a)=-va^2/8K+va^2/4K=+va^2/8K$. In the outer annulus the flow is still $Q=\pi a^2v$, so the stress drop there is $(va^2/2K)\ln(b/a)$. Adding the rim stress gives

$$p_0=\frac{va^2}{2K}\left[\ln\frac{b}{a}+\frac14\right],\qquad v=\frac{2Kp_0}{a^2[\ln(b/a)+1/4]}.$$

The root is now stress-free on average, not at each point. The correction is small when $\ln(b/a)\gg1/4$ and dominates for a very narrow supply ring.

Surface energy also loads the root. Lengthening the whisker by $dL$ creates the side area $2\pi a\,dL$ and the volume $\pi a^2dL$. With surface energy $\gamma$ per area, the work per volume is $2\gamma/a$, which acts as a mean pressure on the base. At a given speed, requiring the mean of $p$ to equal $2\gamma/a$ instead of zero shifts $p_c$ and the rim stress by that amount. The stress left to drive diffusion is the difference:

$$v=\frac{2K(p_0-2\gamma/a)}{a^2[\ln(b/a)+1/4]}.$$

Growth then requires $a>2\gamma/p_0$. The speed remains linear in $p_0$, but the line starts at the threshold $2\gamma/a$ rather than at zero.

## Worked example

The parameters are rough values for a tin finish on copper near room temperature, with $p_0$ an assumed normal stress on the flat boundary: $p_0=10$ MPa, $a=1$ µm, $b=50$ µm, $\delta=0.5$ nm, $D=10^{-8}$ cm²/s, $\Omega=0.027$ nm³ and $T=300$ K.

The quantity that enters the speed is $x=p_0\Omega/kT$. Here $p_0\Omega=0.001685$ eV and $kT=0.02585$ eV, so $x=0.0652$. In nanometres and seconds, $D=10^6$ nm²/s and $a^2=10^6$ nm². With $\ln 50=3.912$,

$$v=\frac{2\delta D\,x}{a^2\ln(b/a)}=\frac{2(0.5)(10^6)(0.0652)}{(10^6)(3.912)}\ \text{nm/s}\simeq0.0167\ \text{nm/s},$$

or 1.44 µm/day. A finite-volume solution of the conservation equation with the same inputs gives 0.01666 nm/s, in agreement with the formula to the printed digits. The root receives about $1.9\times10^6$ atoms per second. Half of the stress drop lies within 7.07 µm of the axis, although the supply is at 50 µm.

With $b$ and all other inputs fixed, the boxed formula gives:

| $a$ (µm) | $v$ (µm/day) |
|---:|---:|
| 0.5 | 4.89 |
| 1 | 1.44 |
| 2 | 0.437 |
| 4 | 0.139 |

Halving the radius from 1 to 0.5 µm raises the speed by a factor of 3.4, not 4. The local exponent at 1 µm is $-1.74$. Doubling $b$ to 100 µm multiplies the speed by 0.849, so for a given maintained stress a rough estimate of the supply distance is often good enough when $b\gg a$.

For the rigid root the speed is multiplied by $3.912/4.162=0.940$, and without surface energy the centre of the base carries a tension of 0.60 MPa. With $\gamma=0.60$ J/m², a rough value, the surface pressure is 1.20 MPa. This alone multiplies the speed by 0.880. The two factors multiply in the formula above and together reduce 1.44 to about 1.19 µm/day. The centre of the base is then no longer in tension but under a compression of 0.67 MPa. The threshold radius is 0.12 µm. At $a=0.5$ µm the surface pressure is already 2.4 MPa, so the first row of the table overstates the speed more than the second.

## Finite stress and distributed supply

The linear law used a constant $D$. If vacancies carry the flow and their equilibrium concentration falls with compression, a simple model is $D(p)=D_0e^{-p\Omega/kT}$, where $D_0$ is the stress-free value. This leaves out any effect of stress on the vacancy hopping rate. The constant flow becomes

$$Q=2\pi r\,\frac{\delta D_0\Omega}{kT}\,e^{-p\Omega/kT}\frac{dp}{dr}.$$

Dividing by $r$ and integrating over the annulus gives

$$Q\ln\frac ba=2\pi\delta D_0\left(1-e^{-x}\right).$$

The linear law has $x$ in place of $1-e^{-x}$, so the speed is multiplied by $(1-e^{-x})/x$. In the example this is 0.968. The linear law is thus good to about 3% at 10 MPa within this model, and its relative error grows as $x/2$ while $x$ is small.

The place where the stress is renewed matters more. Growth of the copper–tin intermetallic is spread over the film, not concentrated on a circle. Let it supply a volume $s$ per film area and time uniformly between $a$ and $b$, and let no tin cross $r=b$, as would hold midway between equal neighbours in this circular approximation. The flow through radius $r$ carries what is supplied outside it:

$$2\pi rK\frac{dp}{dr}=\pi s(b^2-r^2).$$

With $p(a)=0$, integration gives the highest stress, at the outer edge:

$$p(b)=\frac{s}{2K}\int_a^b\left(\frac{b^2}{r}-r\right)dr=\frac{s}{2K}\left[b^2\ln\frac ba-\frac{b^2-a^2}{2}\right].$$

The total supply feeds the whisker, so $s(b^2-a^2)=va^2$. Substitution for $s$ yields

$$v=\frac{2K\,p(b)}{a^2\Lambda},\qquad \Lambda=\frac{b^2}{b^2-a^2}\ln\frac ba-\frac12.$$

For the same highest stress of 10 MPa, the speed is 1.146 times that of the example with a fixed-stress edge. It is larger because much of the tin enters inside the outer circle and travels a shorter way. If the supply $s$ is the known quantity instead, $v=s(b^2-a^2)/a^2$ follows directly, and diffusion determines the stress rather than the speed.

## Vertical boundaries

In a film with a free surface, in-plane compression does not by itself load a boundary parallel to that surface. It loads vertical boundaries. The flat boundary above therefore needs a normal stress imposed by some constraint, and $p_0$ should not be equated with a measured film stress without a mechanical argument. In the example the film itself cannot provide this constraint. The mean normal stress within $r=b$ is 8.7 MPa, and balancing it by shear through a 5 µm film at $r=b$ would take $8.7\,b/(2\times5\ \text{µm})\simeq44$ MPa, more than soft tin can be expected to hold. The load would have to come from outside, for instance from a body pressed against the film.

For vertical boundaries forming a square network of spacing $d$ through a film of thickness $h$, one boundary segment carries the volume flow $\delta h(D\Omega/kT)(\Delta p/d)$ under a stress difference $\Delta p$. There is one such path per width $d$. The flow per unit width is thus $(\delta h/d)(D\Omega/kT)$ times the gradient, and $\delta$ is replaced by

$$\delta_{\rm eff}=\delta h/d.$$

The fourfold symmetry of the network makes this average conductance the same in every in-plane direction. A network calculation with an inner radius of 25 spacings and an outer radius of 100 gives 0.987 times the continuum flow, with both circles represented by steps on the grid.

For $h=5$ µm and $d=2$ µm the width factor is 2.5. This factor assumes that the root takes up tin through the whole film thickness. The averaging then costs only a few percent of the flow for a root centred on a junction, a boundary or a grain, even though the root diameter is only one grain spacing. If the root lies at the surface alone, the flow must also converge vertically, which roughly halves it for these dimensions if the root is centred on a junction or a boundary. A surface root centred on a grain only touches the boundaries and receives less. More importantly, the example concerns a flat boundary with an imposed normal stress, not a vertical network. The factor is therefore not a correction to apply to the example.

## How long the stress can last

A steady solution is useful if it is reached before the stress runs out. For an estimate, take the stored strain to be that of a film in equal biaxial compression $p$, with areal strain $Sp$ and

$$S=\frac{2(1-\nu)}{E}.$$

This identifies the film stress with the boundary stress, so it sets a scale rather than solving the mechanics. The volume that can be released per film area is $Shp$, and its balance reads

$$Sh\frac{\partial p}{\partial t}=K\nabla^2p.$$

Deviations from steady state vanish at both edges, where the stress is fixed. A radial mode of wave number $q$ decays as $e^{-t/\tau}$ with $\tau=Sh/(Kq^2)$. The edge conditions require

$$J_0(qa)Y_0(qb)=J_0(qb)Y_0(qa),$$

where $J_0$ and $Y_0$ are the Bessel functions of order zero. The smallest positive root gives the slowest mode. For $E=50$ GPa, $\nu=0.36$ and $h=5$ µm, its decay time is 3.3 h.

If the annulus starts at uniform stress $p_0$ and all its stored strain goes into the whisker, the length gained is

$$L=Sp_0h\,\frac{b^2-a^2}{a^2}=(2.56\times10^{-4})(5\ \text{µm})(2499)=3.2\ \text{µm}.$$

At the steady speed this would take 2.2 days. That is only a time scale: without renewal the speed falls as the stress is used up, and the last part of the growth takes longer. With the stress fixed at both edges, steady flow can therefore be established first. With a closed outer edge, as in the distributed-supply case, the stress in the whole annulus must adjust through the flow at the root, and this takes about as long as using up the stored strain. If in-plane film strain is the only store and no tin enters from beyond $b=50$ µm, a whisker much longer than a few micrometres therefore needs its stress renewed. For a normal stress on a flat boundary the stored volume depends on the constraint instead, and can be much larger if thick elastic bodies press on the boundary. For a uniform load on a disc of radius $b=50$ µm it is roughly 5 times $Shp$ for thick copper against a rigid body and about 20 times for thick tin on both sides, and the times quoted above then lengthen too. The film-strain limit depends strongly on the area drained: for $b=200$ µm the same expression gives 51 µm, though the growth takes much longer. An isolated whisker in a wide stressed film can thus grow well beyond a few micrometres on stored strain alone. The supply required to sustain 1.44 µm/day is $va^2/(b^2-a^2)$, or 0.21 µm of tin-equivalent thickness per year over the annulus.

## Use for real finishes

Tin whiskers are roughly micrometres thick, and some reach millimetres in length. The example's speed, if sustained for a year, would give about half a millimetre, so it lies in a relevant range. That does not make it a prediction for a particular finish, whose film stress alone cannot load a wide flat boundary in this way. The speed is proportional to $\delta D$, which depends on the boundary and may be uncertain by much more than the corrections calculated here. The formula also assumes a maintained stress, which a particular finish may or may not provide: without renewal, the in-plane film strain stored within 50 µm of the whisker supplies only about 3 µm of length, not half a millimetre.

Temperature enters mainly through $D$. With an assumed activation energy of 0.45 eV and fixed stress, warming from 300 to 310 K multiplies the speed by 1.70. Lattice diffusion is negligible for these inputs: with a rough lattice coefficient of $10^{-17}$ cm²/s, the ratio of film to boundary conductance, $D_{\rm lattice}h/(D\delta)$, is $10^{-5}$.

Creep of the tin and the strength of the surface oxide are not included. Both matter greatly. If the vertical boundaries were open to the surface everywhere, tin would have to travel only the film thickness to escape. With the inputs used here the stress would then relax in a time of order $Sdh^2/(6K)$, about a minute. The example therefore presupposes a surface sealed away from the root, for instance by oxide, or a very fast renewal of the stress. At the root itself, an unbroken oxide can hold the tin under load. The formula gives the speed of a whisker whose root is already open; it does not say where or whether one will start. The numerical output below collects the inputs and results.

## Table of computed values

```
INPUTS (rough typical values)
temperature: 300 K
compressive stress p0: 10.0 MPa
root radius a: 1.0 um
outer radius b: 50.0 um
boundary width: 0.50 nm
boundary diffusion D: 1.0e-08 cm2/s
atomic volume: 0.027 nm3
film thickness: 5.0 um
grain size: 2.0 um
Young modulus: 50 GPa
Poisson ratio: 0.36
surface energy: 0.60 J/m2
lattice diffusion: 1.0e-17 cm2/s
boundary activation energy: 0.45 eV
RESULTS
thermal energy kT: 0.02585 eV
stress work p0 Omega: 0.001685 eV
p0 Omega/kT: 0.0652
ln(b/a): 3.9120
growth speed: 0.01666 nm/s = 1.440 um/day
numerical growth speed: 0.01666 nm/s
atoms arriving: 1.939e+06 per s
radius at half stress: 7.07 um
local exponent of a: -1.744
speed for a = 0.5 um: 4.892 um/day
speed for a = 1.0 um: 1.440 um/day
speed for a = 2.0 um: 0.437 um/day
speed for a = 4.0 um: 0.139 um/day
speed factor, b doubled: 0.849
CHECKS AND NEGLECTED EFFECTS
hopping mobility / (D/kT): 0.99979
speed factor, rigid root: 0.940
rigid-root centre stress: -0.601 MPa
surface pressure 2 gamma/a: 1.20 MPa
speed factor, surface energy alone: 0.880
smallest growing radius: 0.120 um
speed factor, finite stress: 0.968
speed factor, uniform supply: 1.146
network flow / continuum flow: 0.9872
width factor h/d, vertical network: 2.50
lattice / boundary conductance: 1.0e-05
speed factor, 10 K warmer: 1.697
slowest transient time: 3.28 h
length from stored strain: 3.20 um
time to use stored strain: 2.22 days
needed supply per film area: 0.210 um/year
```
